# How Slowly One-over-Frequency Noise Grows Down to One Cycle per Year

## Problem

The voltage noise of a device has the one-sided spectral density

$$S(f)=\frac{K}{f},$$

where $f$ is the frequency and $K$ is a constant with the unit V². One-sided means that the mean square voltage is the integral of $S$ over positive frequencies only.

(a) The noise is collected between 1 Hz and 1 GHz. The lower band edge is then moved to one cycle per year, with the upper edge held at 1 GHz. By what factor does the root-mean-square (rms) voltage grow?

(b) Does the answer change if "down to one cycle per year" means that a record one year long is taken and its mean subtracted?

(c) Charge traps in the oxide of a transistor can produce such a spectrum. Find $K$ and the rms voltages for a rough typical device, and judge whether the growth in (a) would be seen in it.

## Solution of (a): the band power is a logarithm

Let the band run from $f_1$ to $f_2$. Its mean square voltage is

$$V^2=\int_{f_1}^{f_2}\frac{K}{f}\,df=K\ln\frac{f_2}{f_1}.$$

Every decade of frequency therefore contributes the same amount, $K\ln 10$. The constant $K$ cancels from the ratio of two rms values. With $f_2$ fixed and the lower edge moved from $f_1$ to $f_1'$,

$$G=\sqrt{\frac{\ln(f_2/f_1')}{\ln(f_2/f_1)}} .$$

A year of 365.25 days gives $f_1'=3.169\times10^{-8}$ Hz. The old band spans 9 decades and the new one 16.5, so

$$G=\sqrt{\frac{16.499}{9.000}}=1.354 .$$

The rms voltage grows by about 35 per cent. The band has gained 7.5 decades, but the mean square rises only in proportion to the number of decades, and the rms as the square root of that.

Two limits show the character of the law. If $f_1'\to0$, the logarithm diverges, so an ideal $1/f$ spectrum has no finite total power. The divergence is very slow: a formal lower edge of one cycle per $10^{10}$ years gives $G=1.716$. The growth also depends on the upper edge. A lower $f_2$ leaves fewer decades in the original band, and the added decades then weigh more.

The result is sensitive to the exponent. For $S=K'/f^{\alpha}$ with $\alpha\ne1$,

$$V^2=K'\,\frac{f_1^{\,1-\alpha}-f_2^{\,1-\alpha}}{\alpha-1}.$$

Take $\alpha=1.1$ and frequencies in Hz. The numerator is $1-0.126=0.874$ for the 1 Hz edge and $5.62-0.126=5.50$ for the yearly edge, so $G=\sqrt{5.50/0.874}\approx2.5$. For $\alpha=0.9$ the same formula gives $G\approx1.06$. The factor 1.35 thus belongs to an exponent that stays at one over all 16.5 decades.

## Solution of (b): a finite record instead of a sharp edge

Consider one frequency component, $\cos(2\pi ft+\theta)$, with a random phase $\theta$. Its mean square is $1/2$. The average of $e^{2\pi ift}$ over a record from $0$ to $T$ is

$$\frac1T\int_0^T e^{2\pi ift}dt=e^{i\pi fT}\,\frac{\sin(\pi fT)}{\pi fT}.$$

The record mean of the cosine is therefore another cosine of a random phase, with amplitude $\sin(\pi fT)/(\pi fT)$. Subtracting the mean leaves the fraction

$$1-\frac{\sin^2(\pi fT)}{(\pi fT)^2}$$

of the component's power. Slow components, with $fT\ll1$, look constant during the record and are removed.

The expected variance is $K$ times the integral $I$ of this fraction over $df/f$, up to $f_2$. Put $v=2\pi fT$ and use $\sin^2(v/2)=(1-\cos v)/2$:

$$I=\int_0^{V_m}\left[\frac1v-\frac{2(1-\cos v)}{v^3}\right]dv,\qquad V_m=2\pi f_2T .$$

To treat the two terms separately, start the integral at a small $\varepsilon$. The first term gives $\ln V_m-\ln\varepsilon$. In the second, the upper limit may be replaced by infinity, because the missing tail is at most $2/V_m^2$. Integrating by parts twice,

$$\int_\varepsilon^\infty\frac{2(1-\cos v)}{v^3}dv
=\frac{1-\cos\varepsilon}{\varepsilon^2}+\int_\varepsilon^\infty\frac{\sin v}{v^2}dv
=\frac{1-\cos\varepsilon}{\varepsilon^2}+\frac{\sin\varepsilon}{\varepsilon}+\int_\varepsilon^\infty\frac{\cos v}{v}dv .$$

For $\varepsilon\to0$ the first two terms tend to $1/2$ and $1$. The last integral is the standard cosine integral, which tends to $-\gamma_E-\ln\varepsilon$, with Euler's constant $\gamma_E=0.577$. The terms in $\ln\varepsilon$ cancel, and

$$I=\ln(2\pi f_2T)+\gamma_E-\tfrac32=\ln(f_2T)+0.915 .$$

As a test, the variance of explicitly sampled sinusoids was integrated up to $f_2T=50$. It agreed with this formula within 0.002.

A sharp edge at $1/T$ would give $\ln(f_2T)$, so the finite record adds the same constant for every long $T$. Comparing a record of one year with one of one second, both with $f_2=1$ GHz,

$$G=\sqrt{\frac{37.991+0.915}{20.723+0.915}}=1.341 .$$

If only the yearly edge is a record and the 1 Hz edge stays sharp, $G=\sqrt{38.906/20.723}=1.370$. Either way the definition of the lower edge changes the expected growth by about one per cent. A single record scatters by more: for Gaussian noise its variance has a standard deviation of about $1.5K$, which is about 2 per cent in the rms of the one-year record and 3.5 per cent in that of the one-second record.

## Solution of (c): from single traps to $K$

**One trap.** Let a trap hold either no electron or one, with mean occupation $p$. When empty it captures at the rate $cp$; when full it emits at the rate $c(1-p)$. These rates have the form of tunnelling to states of the same energy at the silicon surface: capture needs a filled state, emission an empty one. The model assumes that such exchange is possible at every trap energy, with the same $c$. The expected occupation $n$ obeys

$$\frac{dn}{dt}=cp(1-n)-c(1-p)n=-c\,(n-p).$$

A deviation from the mean decays with the time $\tau=1/c$. Since the occupation is 0 or 1, its variance is $p-p^2=p(1-p)$, and its autocovariance is $p(1-p)e^{-|t|/\tau}$. With $\omega=2\pi f$, the one-sided spectrum is

$$S_1=4\int_0^\infty p(1-p)e^{-t/\tau}\cos\omega t\,dt=4p(1-p)\frac{\tau}{1+\omega^2\tau^2}.$$

This is flat at low frequency and falls as $1/f^2$ at high frequency. A single trap does not give $1/f$ noise.

**Spread of times.** An electron at the channel band edge faces an oxide barrier $\varphi$. In atomic units its wavefunction in the oxide obeys $\psi''=2m\varphi\,\psi$, where $m$ is the tunnelling mass, so $\psi\propto e^{-\kappa x}$ with $\kappa=\sqrt{2m\varphi}$. The tunnelling rate to a trap at depth $x$ follows $|\psi|^2$:

$$\tau=\tau_0e^{x/\lambda},\qquad \lambda=\frac{1}{2\sqrt{2m\varphi}} .$$

**Sum over depth.** Let the traps be independent and uniformly distributed in depth. From $dx=\lambda\,d\tau/\tau$,

$$\int\frac{4\tau}{1+\omega^2\tau^2}\,dx=4\lambda\int_0^\infty\frac{d\tau}{1+\omega^2\tau^2}=\frac{4\lambda}{\omega}\,\frac{\pi}{2}=\frac{\lambda}{f}.$$

The factor $\tau$ in the single-trap spectrum cancels the $1/\tau$ in the distribution of times, and this produces the $1/f$ law. The limits $0$ and $\infty$ are an idealization, examined below.

**Sum over energy.** The Fermi function satisfies $dp/dE=-p(1-p)/kT$, hence $\int p(1-p)\,dE=kT$. Only traps within a few $kT$ of the Fermi level fluctuate appreciably. For the device below, the Fermi level lies roughly $3kT$ under the lowest channel subband, so these traps face no band states at their own energy. Strictly elastic tunnelling to the channel would reach only a few per cent of the integral. The full $kT$ presumes exchange through interface states or with the help of phonons, and $N_t$ below is best read as an effective density defined by the formula for $K$.

**Reference to the gate.** Suppose that each trapped electron shifts the gate voltage by $e/(C_{ox}A)$, as if it sat at the interface of a uniform channel. In saturation the shift also depends on the trap's position along the channel, so the $K$ found here is then only an estimate. Here $C_{ox}$ is the oxide capacitance per area and $A$ the gate area. With $N_t$ traps per energy and volume,

$$K=\left(\frac{e}{C_{ox}A}\right)^2N_tA\,kT\,\lambda .$$

Summing spectra computed from the two-state rate equation over depth and energy reproduces $K/f$ within 0.1 per cent at 1 Hz and at 1 kHz, for the device below.

### Numbers

Take a silicon n-channel transistor with a silicon dioxide gate oxide. The gate is 100 µm wide and 1 µm long, the oxide 10 nm thick, and the temperature 300 K. The other rough values are $N_t=10^{17}$ per eV and cm³, $\varphi=3.1$ eV, $m=0.42$ electron masses and $\tau_0=10^{-10}$ s.

The tunnelling length is $\lambda=0.0855$ nm, and one trapped electron shifts the gate voltage by 0.464 µV. In nm and eV, $N_t=10^{-4}$ and $A=10^8$, so

$$K=(0.464)^2\times10^{-4}\times10^{8}\times0.02585\times0.0855=4.76\ \mu\mathrm V^2 .$$

The two rms voltages are

$$\sqrt{4.76\times20.723}=9.93\ \mu\mathrm V,\qquad \sqrt{4.76\times37.991}=13.45\ \mu\mathrm V .$$

The added band alone contributes 9.07 µV. It is the squares that add: $9.93^2+9.07^2=13.45^2$ within rounding.

### Where the slow noise sits

At a given $f$, the factor $\tau/(1+\omega^2\tau^2)$ is largest at $\omega\tau=1$. The most active depth is therefore

$$x(f)=\lambda\ln\frac{1}{2\pi f\tau_0}.$$

It is 0.04 nm at 1 GHz, 1.81 nm at 1 Hz and 3.29 nm at one cycle per year. Three corrections follow from these depths.

First, no trap is faster than $\tau_0$. Starting the integral over $\tau$ there multiplies the spectrum by $1-(2/\pi)\arctan(\omega\tau_0)$, which matters near 1 GHz. Both bands lose the same high-frequency power, so the ratio rises slightly, to 1.360.

Second, the oxide field tilts the barrier. For a field of 0.5 MV/cm that lowers the barrier away from the channel, $\lambda$ increases with depth, and the slow decades gain some weight. The growth becomes 1.364. This field is about 0.05 of the rough breakdown strength.

Third, a deep trap acts less on the gate voltage. With the channel charge held fixed, a charge $Q$ per area at depth $x$ changes the field only between $x$ and the gate. The voltage change is $Q(t_{ox}-x)/\epsilon$, where $t_{ox}$ is the oxide thickness and $\epsilon$ the permittivity. Relative to a charge at the interface this is a factor $1-x/t_{ox}$, and the noise power carries its square. At the yearly depth the square is $(1-0.329)^2=0.45$; at the 1 Hz depth it is $0.67$. The spectrum then rises more slowly than $1/f$ towards low frequency. Without the tilt the growth falls to 1.255; with tilt and weight together it is 1.257, and the two rms voltages become 8.95 and 11.25 µV. These values count only the traps that exchange electrons with the channel. Traps in the other half of the oxide, if they have the same density and exchange electrons with the gate in the same way, raise the growth to about 1.28. In this model the depth weight thus lowers the increase from 35 per cent to between 26 and 28 per cent.

The depths also limit the oxide thickness. Traps beyond the middle of the oxide are closer to the gate electrode and would exchange electrons with it instead, if the barriers are alike. The 10 nm oxide leaves 5 nm on the channel side, which is enough. A 2 nm oxide would leave 1 nm, where $\tau$ is only about $10^{-5}$ s. Slower noise in such a device needs another source of long times, such as thermally activated capture.

### Would the growth be seen?

The channel also produces white thermal noise. Let $g(V)$ be the channel conductance times length at local potential $V$, so that a current $I$ obeys $I\,dx=g\,dV$. A slice $dx$ has resistance $dx/g$ and voltage noise $4kT\,dx/g$. Its voltage changes the current in a channel of length $L$ by $g/L$ per volt, so

$$S_I=\int\frac{g^2}{L^2}\,\frac{4kT}{g}\,dx=\frac{4kT}{L^2I}\int_0^{V_o}g^2\,dV .$$

For a long channel in saturation at overdrive $V_o$, with mobility $\mu$ and gate width $W$, $g=\mu WC_{ox}(V_o-V)$. Define $\beta=\mu C_{ox}W/L$. Then $I=\beta V_o^2/2$, the transconductance is $g_m=\beta V_o$, and

$$S_I=4kT\,\frac{\beta^2V_o^3/3}{\beta V_o^2/2}=4kT\,\tfrac23\,g_m .$$

Division by $g_m^2$ refers it to the gate: $S_w=\tfrac23\,4kT/g_m$. For $\mu=300$ cm²/Vs and $V_o=0.3$ V, $g_m=3.11$ mS and $\sqrt{S_w}=1.885$ nV/√Hz. Over 1 GHz this amounts to 59.6 µV, far more than the $1/f$ part. The total rises from

$$\sqrt{59.62^2+9.93^2}=60.4\ \mu\mathrm V$$

to 61.1 µV, a growth of 1.1 per cent for the ideal spectrum; with the tilt and the depth weight it is 0.6 to 0.7 per cent. The 35 per cent of part (a) is almost hidden.

If the upper edge is lowered to 1 kHz, the white noise becomes negligible and the original band has only 3 decades. For the ideal spectrum the total then grows by a factor 1.87. With the tilt and the depth weight the factor is 1.71 for the channel-side traps alone and 1.76 when the gate-side traps are included.

## A few cases

Each row compares a yearly lower edge with one at 1 Hz, except where stated.

| Case | Rms growth |
|---|---|
| Ideal $1/f$, upper edge 1 GHz | 1.354 |
| Same, lower edge one cycle per $10^{10}$ years | 1.716 |
| Records of 1 year and 1 s, mean removed | 1.341 |
| Channel-side oxide traps with field and depth weight | 1.257 |
| Ideal $1/f$ plus white noise, upper edge 1 GHz | 1.011 |
| Ideal $1/f$ plus white noise, upper edge 1 kHz | 1.871 |

## The real device

The parameters describe, roughly, a large analog transistor with a thick oxide. The trap density varies strongly with processing; it changes $K$ in proportion but leaves the ideal ratio alone. The model also assumes a trap density uniform in depth and energy. If the density instead varies exponentially with depth, as $e^{sx/\lambda}$, the exponent becomes $1+s$. A roughly twofold change of density between the interface and the yearly depth corresponds to $s=\pm0.02$, and the formula of part (a) then gives a growth of 1.49 or 1.25. The values 2.5 and 1.06 found there for a shift of 0.1 would need a change of density by a factor of about 47.

A year-long measurement also meets drift that is not stationary noise. For a rough threshold drift of 1 mV/K, a temperature change of 13 mK shifts the voltage by as much as the whole $1/f$ rms of 13.45 µV. Without temperature control or correction at that level, the slow record could show the temperature rather than the traps.

Finally, a smooth spectrum needs many traps. The sum of $p(1-p)$ over the traps in one decade of times averages 50.9 for this gate; the numerical output calls this the effective number of traps. A trap at the Fermi level contributes $1/4$ to it. Random trap sets, with a flat barrier and no depth weight, give a growth of 1.360 with a standard deviation of 0.008 between devices. For a gate of 1 µm² with the same oxide, the sum is 0.51 per decade, equivalent to about two traps at the Fermi level. The median growth is still 1.36, but one device in ten lies below 1.27 and one in ten above 1.48. In this simplified model the median for a 1 µm² gate thus stays close to the ideal factor, while the growth of a particular device depends on where its few active traps happen to lie. For very much smaller gates, which hold only a few traps in all, the median need not stay there. The depth weight, left out here, would lower the growth as found above.

## Calculated quantities

```
One cycle per year: 3.1688e-08 Hz
Decades, 1 Hz to 1 GHz: 9.000
Decades, 1/year to 1 GHz: 16.499
Logarithm, 1 Hz edge: 20.723
Logarithm, yearly edge: 37.991
Mean-square growth: 1.8332
RMS GROWTH, ideal 1/f: 1.3540
RMS growth, direct quadrature: 1.3540
RMS growth, sum of wide trap set: 1.3540
RMS growth, 1 s and 1 year records: 1.3409
RMS growth, edge 1 per 1e10 years: 1.7159
Gate width, length: 100, 1 um
Oxide thickness: 10 nm; permittivity 3.9
Temperature: 300 K; kT = 0.02585 eV
Trap density: 1.0e+17 per eV per cm3
Barrier: 3.1 eV; tunnelling mass 0.42 m_e
Shortest trap time tau0: 1.0e-10 s
Mobility: 300 cm2/Vs; overdrive 0.3 V
Tunnelling length lam: 0.0855 nm
Oxide capacitance: 0.3453 uF/cm2
Gate shift per trapped electron: 0.4640 uV
Strength K: 4.760 uV^2
1/f rms, 1 Hz edge: 9.93 uV
1/f rms, yearly edge: 13.45 uV
1/f rms of the added band alone: 9.07 uV
Trap depth active at 1 GHz: 0.040 nm
Trap depth active at 1 Hz: 1.812 nm
Trap depth active at 1/year: 3.289 nm
Growth, traps start at interface: 1.3598
Oxide field: 0.5 MV/cm, 0.05 of rough breakdown
Growth, same with oxide field: 1.3640
Growth, same with depth weight: 1.2549
Growth, field and depth weight: 1.2566
Transconductance: 3.108 mS
Transit frequency: 2.15 GHz
White noise density: 1.885 nV/sqrt(Hz)
Frequency where 1/f equals white: 1.339 MHz
White rms in 1 GHz: 59.62 uV
Total rms, 1 Hz edge: 60.44 uV
Total rms, yearly edge: 61.11 uV
Total growth, 1 GHz upper edge: 1.0112
Total growth, 1 kHz upper edge: 1.8707
Quantum ratio hf/kT at 1 GHz: 1.60e-04
Rough threshold drift: 1 mV/K
Warming that shifts by yearly-edge rms: 13.4 mK
Effective traps per decade, large gate: 50.9
Large gate, growth mean: 1.3597
Large gate, growth std deviation: 0.0083
Effective traps per decade, 1 um2: 0.509
1 um2 gate, growth 10th percentile: 1.266
1 um2 gate, growth median: 1.360
1 um2 gate, growth 90th percentile: 1.480
```
